\section*{Curtin-Hammett selectivity in elimination from agostic isomers, derived twice, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: rapid exchange at every instant}

\subsection{Definitions and conventions}

A metal alkyl with a vacant coordination site can draw one of its own C--H bonds towards the metal. Such a contact is called agostic. When the alkyl carries two kinds of hydrogen on the carbon atoms next to the metal-bound carbon, there are two agostic isomers, A and B. Each is poised to transfer a different hydrogen to the metal, and each therefore leads to a different alkene, $\mathrm{P_A}$ or $\mathrm{P_B}$. The scheme is
\begin{equation}
\mathrm{P_A}\;\xleftarrow{\;k_A\;}\;\mathrm{A}\;
\underset{k_{BA}}{\overset{k_{AB}}{\rightleftharpoons}}\;
\mathrm{B}\;\xrightarrow{\;k_B\;}\;\mathrm{P_B}.
\label{scheme}
\end{equation}
Italic letters $A$, $B$, $P_A$, $P_B$ denote amounts, as fractions of the complex present at the start. Thus $A(0)=a_0$, $B(0)=b_0$ and $a_0+b_0=1$, with no product at $t=0$. The quantity sought is the selectivity $P_B/P_A$.

All free energies are per molecule and are measured from one common zero, the free energy of isomer A. They are $G_A=0$ and $G_B$ for the two wells, $G_X$ for the transition state of exchange, and $E_A$ and $E_B$ for the transition states of elimination. The symbol $k$ without an index is Boltzmann's constant, $h$ is Planck's constant, $T$ is the temperature and $\beta=1/kT$. A step that leaves a well of free energy $G$ over a transition state of free energy $G^\ddagger$ has the Eyring rate constant
\begin{equation}
k_{\text{step}}=\nu\,e^{-\beta(G^\ddagger-G)},\qquad \nu=\frac{kT}{h}.
\label{eyring}
\end{equation}
This form assumes that each well is thermally equilibrated within itself. The number of equivalent hydrogens, and any departure of the transmission coefficient from one, are counted as part of $G^\ddagger$. Elimination is taken to be irreversible: an alkene that has left does not return.

Exchange in the two directions passes over the same transition state, so
\begin{equation}
K\equiv\frac{k_{AB}}{k_{BA}}
=\frac{e^{-\beta(G_X-G_A)}}{e^{-\beta(G_X-G_B)}}
=e^{-\beta(G_B-G_A)}.
\label{K}
\end{equation}
$K$ is the ratio $B/A$ at equilibrium. The equilibrium fractions are $a_{\rm eq}=1/(1+K)$ and $b_{\rm eq}=K/(1+K)$.

\subsection{Elimination in two steps}

Elimination is treated here as two steps. The C--H bond is first cleaved, which gives a hydride complex $\mathrm{H_A}$ with the alkene still bound, and the alkene is then released. Let the cleavage transition state lie at $G_{c}$, the release transition state at $G_{r}$ and the complex at $G_H$. Call the rate constants $k_c$ for cleavage, $k_b$ for the return to A, and $k_r$ for release. If the complex is short-lived, its amount $H$ follows $A$ in a steady state:
\begin{equation}
0=k_cA-(k_b+k_r)H\quad\Rightarrow\quad H=\frac{k_c}{k_b+k_r}A .
\label{steady}
\end{equation}
Alkene is formed at the rate $k_rH$, so the effective constant is $k_A=k_ck_r/(k_b+k_r)$. Its inverse separates into two terms,
\begin{equation}
\frac1{k_A}=\frac{1}{k_c}+\frac{k_b}{k_ck_r}.
\label{inverse}
\end{equation}
By (\ref{eyring}), $1/k_c=\nu^{-1}e^{\beta(G_c-G_A)}$. In the second term the cleavage transition state cancels from $k_b/k_c=e^{\beta(G_H-G_A)}$, and multiplication by $1/k_r=\nu^{-1}e^{\beta(G_r-G_H)}$ removes $G_H$. Hence
\begin{equation}
\frac1{k_A}=\frac{e^{-\beta G_A}}{\nu}\left(e^{\beta G_c}+e^{\beta G_r}\right).
\end{equation}
This is the single-step form $k_A=\nu e^{-\beta(E_A-G_A)}$ with
\begin{equation}
e^{\beta E_A}=e^{\beta G_{c}}+e^{\beta G_{r}} .
\label{series}
\end{equation}
The two steps add like resistances in series, and the higher transition state dominates. The free energy of the intermediate does not appear. The same algebra gives $E_B$. It also gives $G_X$ when the isomers exchange through an open form O without an agostic contact: the transition states A--O and O--B then take the places of $G_c$ and $G_r$.

\subsection{How fast the isomers reach their equilibrium ratio}

The rate equations of scheme (\ref{scheme}) are
\begin{align}
\frac{dA}{dt}&=-(k_{AB}+k_A)A+k_{BA}B,\label{dA}\\
\frac{dB}{dt}&=k_{AB}A-(k_{BA}+k_B)B.\label{dB}
\end{align}
Let $C=A+B$ be the unreacted amount and $f=B/C$ the fraction of it present as B. Adding (\ref{dA}) and (\ref{dB}) cancels the exchange terms:
\begin{equation}
\frac{dC}{dt}=-k_AA-k_BB=-C\left[k_A(1-f)+k_Bf\right].
\label{dC}
\end{equation}
The quotient rule gives $df/dt=(dB/dt)/C-f\,(dC/dt)/C$, and therefore
\begin{align}
\frac{df}{dt}&=k_{AB}(1-f)-k_{BA}f-k_Bf+f\left[k_A(1-f)+k_Bf\right]\nonumber\\
&=k_{AB}(1-f)-k_{BA}f-(k_B-k_A)f(1-f).
\end{align}
The second line uses $-k_Bf+k_Bf^2=-k_Bf(1-f)$. Define the exchange rate $k_{\rm ex}=k_{AB}+k_{BA}$. Since $k_{AB}=b_{\rm eq}k_{\rm ex}$,
\begin{equation}
\frac{df}{dt}=-k_{\rm ex}(f-b_{\rm eq})-(k_B-k_A)f(1-f).
\label{f}
\end{equation}
The first term pulls the mixture towards equilibrium. The second disturbs it, because the faster-eliminating isomer is drained faster. As $0\le f\le1$, the product $f(1-f)$ is at most $1/4$. Multiplying (\ref{f}) by $e^{k_{\rm ex}t}$ and integrating from zero gives the bound
\begin{equation}
|f(t)-b_{\rm eq}|\le|b_0-b_{\rm eq}|\,e^{-k_{\rm ex}t}+\frac{|k_B-k_A|}{4k_{\rm ex}} .
\label{fbound}
\end{equation}
The initial composition is forgotten after a few times $1/k_{\rm ex}$. What remains is small when exchange is much faster than the difference of the elimination rates.

The size of the remainder follows from (\ref{f}) with $df/dt\approx0$, which gives $f-b_{\rm eq}\approx-(k_B-k_A)f(1-f)/k_{\rm ex}$. A small change $\delta f$ changes $B/A=f/(1-f)$ by the relative amount $\delta f/[f(1-f)]$. To leading order, then,
\begin{equation}
\frac{B}{A}\approx K\left[1-\frac{k_B-k_A}{k_{\rm ex}}\right].
\label{firstorder}
\end{equation}

\subsection{The selectivity}

The products form at the rates $dP_A/dt=k_AA$ and $dP_B/dt=k_BB$. In the limit of fast exchange, with $k_{\rm ex}$ much larger than both $k_A$ and $k_B$, the isomers equilibrate before much product has formed. Then $B=KA$, so
\begin{equation}
\frac{dP_B}{dP_A}=\frac{k_BB}{k_AA}=K\frac{k_B}{k_A}.
\label{instant}
\end{equation}
Each factor on the right contains well energies. Inserting (\ref{K}) and the Eyring forms shows how they combine:
\begin{align}
K\frac{k_B}{k_A}
&=e^{-\beta(G_B-G_A)}\,
\frac{\nu e^{-\beta(E_B-G_B)}}{\nu e^{-\beta(E_A-G_A)}}\nonumber\\
&=e^{-\beta(E_B-E_A)}\,e^{\beta(-G_B+G_A+G_B-G_A)}
=e^{-\beta(E_B-E_A)}\equiv S .
\label{S}
\end{align}
The well energies cancel. Because $S$ does not depend on time at fixed temperature, (\ref{instant}) integrates to $P_B=SP_A$ at every conversion, apart from the product formed before the isomers equilibrate. This is the Curtin--Hammett limit. The early product is a small part of the total, but it can outweigh the later yield of the minor alkene if the complex starts in a well that holds almost nothing at equilibrium. The second derivation gives an error bound that covers this case.

The cancellation has a simple meaning. A deeper well B holds more molecules, but each of them has a higher barrier to climb. The number that reaches the transition state per unit time, for a given amount of A, is unchanged.

Two qualifications belong to the result. First, the wells cancel when the transition-state free energies are held fixed. If a change of ligand lowers $G_B$ but leaves the barrier $E_B-G_B$ as it was, then $E_B$ falls too, and $S$ rises. Secondly, the wells remain in the total rate. From (\ref{dC}) with $f=b_{\rm eq}$,
\begin{equation}
-\frac1C\frac{dC}{dt}=k_{\rm tot}=\frac{k_A+Kk_B}{1+K}.
\label{ktot}
\end{equation}
Stabilising a well at fixed transition states slows the decomposition without changing the proportions of its products.

\subsection{A sec-butyl complex at 400 K}

Consider a sec-butyl ligand on a coordinatively unsaturated metal centre. The complex is dissolved in an inert hydrocarbon, as in a feed for liquid-injection vapour deposition. Isomer A has its agostic contact at the methyl group and gives 1-butene. Isomer B has it at the methylene group and gives 2-butene, whose two geometrical forms are counted together. The free energies are round model values, not data for a particular compound:
\begin{center}
\begin{tabular}{lcc}
\hline
Free energy (eV) & A side & B side\\
\hline
agostic isomer & 0.00 & 0.06\\
hydride--alkene complex & 0.35 & 0.38\\
C--H cleavage, $G_c$ & 0.70 & 0.68\\
alkene release, $G_r$ & 1.05 & 0.98\\
exchange with O & 0.40 & 0.43\\
\hline
\end{tabular}
\end{center}
The open form O lies at 0.30 eV. At 400 K, $kT=0.03447$ eV and $\nu=8.335\times10^{12}\ \mathrm{s^{-1}}$.

Alkene release is the higher step on both sides, so (\ref{series}) gives $E_A=1.0500$ eV and $E_B=0.9800$ eV. The two exchange transition states are close together, and both count: $G_X=0.442$ eV. The rate constants are
\begin{align*}
k_{AB}&=2.25\times10^{7}\ \mathrm{s^{-1}}, & k_{BA}&=1.28\times10^{8}\ \mathrm{s^{-1}},\\
k_A&=0.491\ \mathrm{s^{-1}}, & k_B&=21.3\ \mathrm{s^{-1}} .
\end{align*}
Here $k_{\rm ex}=1.5\times10^8\ \mathrm{s^{-1}}$, so the isomers equilibrate within some tens of nanoseconds. By (\ref{firstorder}), elimination then disturbs $B/A$ by a relative amount of about $(21.3-0.5)/(1.5\times10^8)=1.4\times10^{-7}$.

The population ratio is $K=e^{-0.06/0.03447}=0.175$, which means 85\% A and 15\% B. The selectivity is
\begin{equation}
S=e^{0.0700/0.03447}=7.62,\qquad
K\frac{k_B}{k_A}=\frac{0.1754\times21.35}{0.4914}=7.62 .
\end{equation}
The yields are $7.62/8.62=88\%$ 2-butene and 12\% 1-butene. The scarce isomer gives the main product. A transition-state difference of 0.070 eV, or 6.75 kJ/mol, is enough to do this. The total rate constant is
\begin{equation}
k_{\rm tot}=\frac{0.491+0.1754\times21.35}{1.1754}\ \mathrm{s^{-1}}=3.60\ \mathrm{s^{-1}},
\end{equation}
and the half-life is $\ln2/k_{\rm tot}=0.19$ s.

Since $S$ is exponential in a small difference, it is sensitive to that difference. An error of 0.05 eV in $E_A-E_B$ changes $S$ by the factor $e^{0.05/0.03447}=4.3$. Temperature matters less. With all free energies held fixed, $S$ is 10.2 at 350 K and 6.1 at 450 K. Real free energies also change with temperature through the entropies, which this comparison leaves out.

\subsection{Tunnelling of the transferred hydrogen}

The Eyring form treats the motion over the barrier classically, whereas hydrogen can tunnel in the cleavage step. Near its top, let the barrier be an inverted parabola with imaginary frequency of magnitude $\omega$, and set $u=\hbar\omega/kT$. The transmission probability of a parabolic barrier, at an energy $x\,kT$ above its top, is $1/(1+e^{-2\pi x/u})$. The thermal average, relative to classical passage, is
\begin{equation}
\kappa=\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}} .
\end{equation}
Substitute $y=e^{-2\pi x/u}$, so that $dx=-(u/2\pi)\,dy/y$ and $e^{-x}=y^{u/2\pi}$. With the standard integral $\int_0^\infty y^{s-1}(1+y)^{-1}dy=\pi/\sin\pi s$ for $0<s<1$,
\begin{equation}
\kappa=\frac{u}{2\pi}\int_0^\infty\frac{y^{u/2\pi-1}}{1+y}\,dy
=\frac{u/2}{\sin(u/2)},\qquad u<2\pi .
\end{equation}
Assumed wavenumbers of 1000 and 900 $\mathrm{cm^{-1}}$ for A and B give $\kappa_A=1.85$ and $\kappa_B=1.62$.

Tunnelling multiplies $k_c$ and $k_b$ alike, so in (\ref{inverse}) it affects the first term alone and replaces $e^{\beta G_c}$ by $e^{\beta G_c}/\kappa$. That term is a fraction $e^{-0.35/0.03447}=4\times10^{-5}$ of the release term for A, and $e^{-0.30/0.03447}=1.7\times10^{-4}$ for B. The selectivity accordingly changes by 0.005\%. If cleavage were the limiting step on both sides, $S$ would instead be multiplied by $\kappa_B/\kappa_A=0.88$. Tunnelling is negligible here because the limiting step does not move the hydrogen.

\section{Second derivation: yields from time integrals}

\subsection{Symbols and results taken over}

Isomers A and B exchange with rate constants $k_{AB}$ and $k_{BA}$, whose sum is $k_{\rm ex}$, and eliminate irreversibly with $k_A$ and $k_B$. The initial fractions are $a_0+b_0=1$, and the equilibrium fractions $a_{\rm eq}$ and $b_{\rm eq}$ have the ratio $b_{\rm eq}/a_{\rm eq}=K=k_{AB}/k_{BA}$. The effective transition states are $G_X$ for exchange and $E_A$, $E_B$ for elimination. Each rate constant is $\nu=kT/h$ times $e^{-\beta(G^\ddagger-G)}$. The first derivation gave $P_B/P_A=S=Kk_B/k_A=e^{-\beta(E_B-E_A)}$ for fast exchange. In the example $kT=0.03447$ eV, $E_A=1.0500$ eV, $E_B=0.9800$ eV, $G_X=0.442$ eV, $K=0.175$ and $S=7.62$.

Fast exchange is not assumed in what follows. The price is that the result refers to the final yields.

\subsection{Two linear equations}

Let every molecule react. Define the total time spent in each isomer, per molecule of starting complex:
\begin{equation}
I_A=\int_0^\infty A\,dt,\qquad I_B=\int_0^\infty B\,dt .
\end{equation}
The integrals converge because $k_A$ and $k_B$ are positive, so that $A+B$ decays at least as fast as $e^{-k_{\min}t}$, where $k_{\min}$ is the smaller of the two. The final yields are $P_A=k_AI_A$ and $P_B=k_BI_B$.

Integrate the two rate equations over all time. The left-hand sides become $A(\infty)-A(0)=-a_0$ and $B(\infty)-B(0)=-b_0$. With the signs reversed,
\begin{align}
a_0&=(k_{AB}+k_A)I_A-k_{BA}I_B,\label{i1}\\
b_0&=-k_{AB}I_A+(k_{BA}+k_B)I_B.\label{i2}
\end{align}
To eliminate $I_B$, multiply (\ref{i1}) by $k_{BA}+k_B$, multiply (\ref{i2}) by $k_{BA}$, and add. The coefficient of $I_A$ is
\begin{equation}
D=(k_{AB}+k_A)(k_{BA}+k_B)-k_{AB}k_{BA}
=k_{AB}k_B+k_Ak_{BA}+k_Ak_B ,
\end{equation}
and the left-hand side is $a_0(k_{BA}+k_B)+b_0k_{BA}=k_{BA}+a_0k_B$, because $a_0+b_0=1$. To eliminate $I_A$, multiply (\ref{i1}) by $k_{AB}$, multiply (\ref{i2}) by $k_{AB}+k_A$, and add. The coefficient of $I_B$ is again $D$, and the left-hand side is $k_{AB}+b_0k_A$. Thus
\begin{equation}
I_A=\frac{k_{BA}+a_0k_B}{D},\qquad
I_B=\frac{k_{AB}+b_0k_A}{D}.
\end{equation}
The sum $k_AI_A+k_BI_B$ has the numerator $k_Ak_{BA}+k_Bk_{AB}+(a_0+b_0)k_Ak_B=D$. The yields therefore add to one, as they must. Their ratio is
\begin{equation}
R\equiv\frac{P_B}{P_A}
=\frac{k_B(k_{AB}+b_0k_A)}{k_A(k_{BA}+a_0k_B)} .
\label{R}
\end{equation}

For fast exchange the selectivity is $S=e^{-\beta(E_B-E_A)}$, with no well energies in it, and (\ref{R}) now gives the ratio of the final yields for any speed of exchange. It remains to write that ratio in terms of transition states, to find the error of the fast-exchange limit and the passage to slow exchange, and to examine intermediates, returning alkene and the assumptions of the model.

Numbers in the example were calculated in double precision.
